# Spectral decomposition of heat current in nonequilibrium molecular dynamics: a program that tests the result

```python
"""
Spectral decomposition of a nonequilibrium heat current.
Result under test: for a bond from atom i to atom j,
    J = <F u> = integral_0^inf j(f) df,
    j(f) = 2 Re integral <F(t+tau) u(t)> exp(2 pi i f tau) dtau,
F = force on j due to i, u = (v_i + v_j)/2.
The total is tested against heat supplied by the baths, and the spectrum
against the transmission of a harmonic chain with Langevin baths.
Internal units: atomic mass unit, nm, ps. Frequencies are in THz.
Bond b joins atoms b-1 and b; bonds 0 and N join the end atoms to walls.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm, solve_continuous_lyapunov

ENERGY_J = sc.atomic_mass * 1e6          # one internal energy unit in J
NW = ENERGY_J * 1e12 * 1e9               # internal power to nW
KB = sc.k / ENERGY_J
N, NB, REPLICAS = 20, 3, 400
T_HOT, T_COLD = 450.0, 250.0
T_MEAN, DELTA_T = (T_HOT + T_COLD) / 2, T_HOT - T_COLD
M_SI, M_GE = 28.085, 72.630
SPRING_SI, DEPTH_EV, AREA_NM2 = 100.0, 2.3, 0.15
SPRING = SPRING_SI / sc.atomic_mass * 1e-24
MORSE_A = np.sqrt(SPRING / (2 * DEPTH_EV * sc.e / ENERGY_J))
GAMMA, DT, STRIDE = 20.0, 0.002, 4
EQUIL, PRODUCTION = 8000, 8192
BONDS = np.array([5, 10, 15])            # in Si, at the interface, in Ge
mass = np.r_[np.full(N // 2, M_SI), np.full(N // 2, M_GE)]
EDGES = np.arange(0, 33, 2.0)
SAMPLE_DT = STRIDE * DT

# ---------- harmonic chain: covariance and transmission ----------
stiff = SPRING * (2 * np.eye(N) - np.eye(N, k=1) - np.eye(N, k=-1))
friction = np.zeros(N)
friction[:NB] = GAMMA
friction[-NB:] = GAMMA
drift = np.block([[np.zeros((N, N)), np.eye(N)],
                  [-stiff / mass[:, None], -np.diag(friction)]])


def covariance(t_hot, t_cold):
    temp = np.r_[np.full(N // 2, t_hot), np.full(N // 2, t_cold)]
    noise = np.diag(np.r_[np.zeros(N), 2 * friction * KB * temp / mass])
    return solve_continuous_lyapunov(drift, -noise)


def bond_vectors(b):
    force, vel = np.zeros(2 * N), np.zeros(2 * N)
    force[b - 1], force[b] = SPRING, -SPRING
    vel[N + b - 1] = vel[N + b] = 0.5
    return force, vel


def transmission(freq):
    w = 2 * np.pi * np.asarray(freq)
    gam = friction * mass
    dyn = (stiff[None] - w[:, None, None]**2 * np.diag(mass)[None]
           - 1j * w[:, None, None] * np.diag(gam)[None])
    green = np.linalg.inv(dyn)[:, :NB, -NB:]
    weight = gam[:NB, None] * gam[None, -NB:]
    return 4 * w**2 * np.sum(weight * abs(green)**2, axis=(1, 2))


cov = covariance(T_HOT, T_COLD)
DF = 0.005
fine = (np.arange(6400) + 0.5) * DF
trans = transmission(fine)
theory_bands = KB * DELTA_T * DF * trans.reshape(16, 400).sum(axis=1)
j_landauer = theory_bands.sum()
j_cov = [bond_vectors(b)[0] @ cov @ bond_vectors(b)[1] for b in BONDS]
assert np.allclose(j_cov, j_landauer, rtol=2e-3)

# spectrum from its definition: explicit correlation, then cosine transform
test_f = np.linspace(0.5, 15, 30)
lags = np.arange(15001) * DT
cosines = np.cos(2 * np.pi * test_f[:, None] * lags)
step = expm(drift * DT)
worst_spec = 0.0
for b in BONDS:
    fv, uv = bond_vectors(b)
    state = np.column_stack([cov @ uv, cov @ fv])
    corr = np.empty(len(lags))
    for n in range(len(lags)):
        corr[n] = fv @ state[:, 0] + uv @ state[:, 1]
        state = step @ state
    spec = 2 * DT * (cosines @ corr - 0.5 * corr[0])
    err = abs(spec / (KB * DELTA_T) - transmission(test_f)).max()
    worst_spec = max(worst_spec, err)
assert worst_spec < 3e-3

# the chain must forget its start before recording begins
rates = np.linalg.eigvals(drift)
slowest = rates[np.argmax(rates.real)]
relax_time = -1 / (2 * slowest.real)
slow_freq = abs(slowest.imag) / (2 * np.pi)
assert EQUIL * DT > 4 * relax_time

# false equilibrium current from velocities taken half a step late
delay = DT / 2
fv, uv = bond_vectors(N // 2)
false_exact = uv @ expm(drift * delay) @ covariance(T_MEAN, T_MEAN) @ fv
false_formula = 0.5 * SPRING * KB * T_MEAN * (1 / M_GE - 1 / M_SI) * delay
assert abs(false_exact / false_formula - 1) < 0.01


# ---------- molecular dynamics ----------
def simulate(c3, c4, seed):
    """Bond tension is SPRING*r + c3*r^2 + c4*r^3."""
    rng = np.random.default_rng(seed)
    x = np.zeros((N, REPLICAS))
    v = rng.standard_normal((N, REPLICAS))
    v *= np.sqrt(2 * KB * T_MEAN / mass)[:, None]
    r = np.zeros((N + 1, REPLICAS))
    inv_m = 1 / mass[:, None]
    keep = np.exp(-GAMMA * DT)
    amp_h = np.sqrt(KB * T_HOT / M_SI * (1 - keep**2))
    amp_c = np.sqrt(KB * T_COLD / M_GE * (1 - keep**2))

    def acceleration():
        r[0] = x[0]
        np.subtract(x[1:], x[:-1], out=r[1:N])
        r[N] = -x[-1]
        t = c4 * r
        t += c3
        t *= r
        t += SPRING
        t *= r
        return (t[1:] - t[:-1]) * inv_m

    def side_energies():
        pot = SPRING * r**2 / 2 + c3 * r**3 / 3 + c4 * r**4 / 4
        pot = pot.mean(axis=1)
        kin = (0.5 * mass[:, None] * v**2).mean(axis=1)
        c = N // 2
        return np.array([kin[:c].sum() + pot[:c].sum() + pot[c] / 2,
                         kin[c:].sum() + pot[c + 1:].sum() + pot[c] / 2])

    n_samples = PRODUCTION // STRIDE
    stretch = np.empty((n_samples, 3, REPLICAS))
    velocity = np.empty_like(stretch)
    heat = np.zeros(2)
    acc = acceleration()
    hot, cold = v[:NB], v[-NB:]
    for s in range(EQUIL + PRODUCTION):
        if s == EQUIL:
            start = side_energies()
        measuring = s >= EQUIL
        if measuring:
            heat[0] -= 0.5 * M_SI * np.sum(hot * hot)
            heat[1] -= 0.5 * M_GE * np.sum(cold * cold)
        kicks = rng.standard_normal((2 * NB, REPLICAS))
        hot *= keep
        hot += amp_h * kicks[:NB]
        cold *= keep
        cold += amp_c * kicks[NB:]
        if measuring:
            heat[0] += 0.5 * M_SI * np.sum(hot * hot)
            heat[1] += 0.5 * M_GE * np.sum(cold * cold)
        v += 0.5 * DT * acc
        x += DT * v
        acc = acceleration()
        v += 0.5 * DT * acc
        if measuring and (s - EQUIL + 1) % STRIDE == 0:
            n = (s - EQUIL) // STRIDE
            stretch[n] = r[BONDS]
            velocity[n] = 0.5 * (v[BONDS - 1] + v[BONDS])
    change = side_energies() - start
    duration = PRODUCTION * DT
    balance = np.array([heat[0] / REPLICAS - change[0],
                        change[1] - heat[1] / REPLICAS]) / duration
    force = -stretch * (SPRING + stretch * (c3 + c4 * stretch))
    return force, velocity, -SPRING * stretch, balance


def cross_bins(force, velocity):
    """Current carried by each frequency bin; time is the first axis."""
    n = len(force)
    prod = np.fft.rfft(force, axis=0) * np.fft.rfft(velocity, axis=0).conj()
    bins = 2 * prod.real / n**2
    bins[0] /= 2
    bins[-1] /= 2
    return bins


def mean_se(a):
    return a.mean(axis=-1), a.std(axis=-1, ddof=1) / np.sqrt(a.shape[-1])


def analyse(run):
    force, velocity, linear, balance = run
    bins = cross_bins(force, velocity)
    freq = np.fft.rfftfreq(len(force), SAMPLE_DT)
    bands = np.add.reduceat(bins, np.searchsorted(freq, EDGES), axis=0)
    total, total_se = mean_se(bands.sum(axis=0))
    lin = (linear[:, 1] * velocity[:, 1]).mean()
    return dict(bands=bands, total=total, se=total_se, lin=lin,
                balance=balance, bins=bins)


run_h = simulate(0.0, 0.0, 11)
harm = analyse(run_h)
morse = analyse(simulate(-1.5 * SPRING * MORSE_A,
                         7 / 6 * SPRING * MORSE_A**2, 12))
quartic = 2 * SPRING**2 / (KB * T_MEAN)
strong = analyse(simulate(0.0, quartic, 13))

# spectral integral against heat exchanged with both baths
for res, tol in ((harm, 0.01), (morse, 0.01), (strong, 0.03)):
    assert np.all(abs(res["balance"] / res["total"][1] - 1) < tol)
# harmonic simulation against theory; 1 % of J allows for window leakage
assert abs(harm["total"][1] - j_landauer) < 5 * harm["se"][1]
hb, hb_se = mean_se(harm["bands"][:16, 1])
assert np.all(abs(hb - theory_bands) < 5 * hb_se + 0.01 * j_landauer)
# spectra at two bonds agree without, and differ with, anharmonicity
dh, dh_se = mean_se(harm["bands"][:, 0] - harm["bands"][:, 2])
ds, ds_se = mean_se(strong["bands"][:, 0] - strong["bands"][:, 2])
assert np.all(abs(dh) < 5 * dh_se + 0.005 * j_landauer)
j_strong = strong["total"][1]
assert np.any((abs(ds) > 5 * ds_se) & (abs(ds) > 0.02 * j_strong))
assert strong["lin"] < 0.7 * j_strong

# coarse sampling: all offsets together keep the total but fold frequencies
COARSE = 16
folded = np.mean([cross_bins(run_h[0][o::COARSE, 1], run_h[1][o::COARSE, 1])
                  .mean(axis=1) for o in range(COARSE)], axis=0)
rate = 1 / (COARSE * SAMPLE_DT)
low_alias = folded[:32].sum()
low_true = harm["bins"][:32, 1].mean(axis=1).sum()
distance = abs(fine - rate * np.round(fine / rate))
low_pred = KB * DELTA_T * DF * trans[distance < rate / 4].sum()
assert abs(folded.sum() / harm["total"][1] - 1) < 1e-9
assert abs(low_alias - low_pred) < 0.05 * j_landauer
assert low_alias > 1.3 * low_true


# ---------- sizes of neglected effects ----------
def lead_transmission(freq, k, k_side):
    """Sharp interface between semi-infinite leads; k_side: transverse."""
    w2 = (2 * np.pi * freq)**2
    c1 = (2 * k + k_side - M_SI * w2) / (2 * k)
    c2 = (2 * k + k_side - M_GE * w2) / (2 * k)
    is_open = (abs(c1) < 1) & (abs(c2) < 1)
    q1 = np.arccos(np.where(is_open, c1, 0.0))
    q2 = np.arccos(np.where(is_open, c2, 0.0))
    return np.where(is_open, np.sin(q1) * np.sin(q2)
                    / np.sin((q1 + q2) / 2)**2, 0.0)


# wave matching from the equations of motion of the two interface atoms
for f0 in (2.0, 6.0, 8.5):
    w2 = (2 * np.pi * f0)**2
    z1 = np.exp(1j * np.arccos(1 - M_SI * w2 / (2 * SPRING)))
    z2 = np.exp(1j * np.arccos(1 - M_GE * w2 / (2 * SPRING)))
    d1, d2 = 2 * SPRING - M_SI * w2, 2 * SPRING - M_GE * w2
    lhs = np.array([[d1 - SPRING * z1, -SPRING],
                    [-SPRING, d2 - SPRING * z2]])
    rhs = np.array([-d1 + SPRING / z1, SPRING])
    reflected = np.linalg.solve(lhs, rhs)[0]
    assert abs(1 - abs(reflected)**2
               - lead_transmission(f0, SPRING, 0.0)) < 1e-9

grid = (np.arange(600) + 0.5) * 0.016
width_leads = lead_transmission(grid, SPRING, 0.0).sum() * 0.016
qs = (np.arange(24) + 0.5) * np.pi / 24
side = 2 * SPRING / 3 * (2 - np.cos(qs)[:, None] - np.cos(qs)[None, :])
width_3d = lead_transmission(grid[:, None, None], SPRING / 3,
                             side[None]).mean(axis=(1, 2)).sum() * 0.016
quantum = sc.h * fine * 1e12
bose = 1 / np.expm1(quantum / (sc.k * T_HOT)) \
    - 1 / np.expm1(quantum / (sc.k * T_COLD))
quantum_ratio = np.sum(quantum * bose * trans) / np.sum(
    sc.k * DELTA_T * trans)
rms = np.sqrt(KB * T_MEAN / SPRING)
s2 = 2 * MORSE_A * rms
full = np.exp(-s2) - np.exp(-2 * s2)
cut_error = (s2 - 1.5 * s2**2 + 7 / 6 * s2**3) / full - 1
top_si = np.sqrt(SPRING / M_SI) / np.pi
top_ge = np.sqrt(SPRING / M_GE) / np.pi
shift = np.arcsin(np.pi * top_si * DT) / (np.pi * top_si * DT) - 1

# ---------- output ----------
print(f"masses Si, Ge: {M_SI:.3f}, {M_GE:.3f} u; spring {SPRING_SI:.0f} N/m")
print(f"bond depth {DEPTH_EV:.1f} eV; Morse parameter {MORSE_A:.2f} 1/nm")
print(f"atoms {N}, bath atoms per end {NB}, replicas {REPLICAS}")
print(f"bath temperatures {T_HOT:.0f}, {T_COLD:.0f} K; friction {GAMMA:.0f} 1/ps")
print(f"time step {DT*1e3:.0f} fs, sampling {SAMPLE_DT*1e3:.0f} fs")
print(f"equilibration {EQUIL*DT:.1f} ps, record {PRODUCTION*DT:.3f} ps")
print(f"slowest harmonic energy relaxation time {relax_time:.2f} ps, "
      f"mode at {slow_freq:.2f} THz")
print(f"top frequencies Si, Ge chains {top_si:.2f}, {top_ge:.2f} THz")
print(f"harmonic J, transmission integral {j_landauer*NW:.3f} nW")
print(f"harmonic J, covariance at interface {j_cov[1]*NW:.3f} nW")
print(f"largest transmission error from correlations {worst_spec:.1e}")
for name, res in (("harmonic", harm), ("Morse", morse), ("quartic", strong)):
    print(f"{name} MD, spectral J at interface {res['total'][1]*NW:.3f}"
          f" +- {res['se'][1]*NW:.3f} nW")
    print(f"  from hot, cold bath balance {res['balance'][0]*NW:.3f}, "
          f"{res['balance'][1]*NW:.3f} nW")
    print(f"  J at Si bond, Ge bond {res['total'][0]*NW:.3f}, "
          f"{res['total'][2]*NW:.3f} nW")
    print(f"  linear-force J / full J {res['lin']/res['total'][1]:.4f}")
mb, mb_se = mean_se(morse["bands"][:16, 1])
print("interface bands, nW: theory | harmonic MD +- se | Morse MD +- se")
for n in range(8):
    print(f"  {EDGES[n]:.0f}-{EDGES[n+1]:.0f} THz: {theory_bands[n]*NW:.3f} | "
          f"{hb[n]*NW:.3f} +- {hb_se[n]*NW:.3f} | "
          f"{mb[n]*NW:.3f} +- {mb_se[n]*NW:.3f}")
for name, res in (("harmonic", harm), ("Morse", morse), ("quartic", strong)):
    hi, hi_se = mean_se(res["bands"][5:].sum(axis=0))
    print(f"{name} J above 10 THz at Si, interface, Ge bonds: " + ", ".join(
        f"{a*NW:.3f}+-{b*NW:.3f}" for a, b in zip(hi, hi_se)) + " nW")
big = np.argmax(abs(ds))
print(f"quartic: largest Si-Ge band difference {ds[big]*NW:.3f} +- "
      f"{ds_se[big]*NW:.3f} nW, band from {EDGES[big]:.0f} THz")
print(f"false equilibrium J at {T_MEAN:.0f} K, delay {delay*1e3:.0f} fs: "
      f"exact {false_exact*NW:.3f}, formula {false_formula*NW:.3f} nW")
print(f"coarse sampling {COARSE*SAMPLE_DT*1e3:.0f} fs, Nyquist {rate/2:.2f} THz")
print(f"  J below {rate/4:.2f} THz: true {low_true*NW:.3f}, coarse "
      f"{low_alias*NW:.3f}, folded theory {low_pred*NW:.3f} nW")
cond = morse["total"][1] * NW / DELTA_T * 1e3
print(f"Morse conductance {cond:.1f} pW/K; with {AREA_NM2:.2f} nm2 per chain "
      f"{cond/AREA_NM2:.0f} MW/(m2 K)")
print(f"Bose / classical harmonic current {quantum_ratio:.3f}")
print(f"transmission width: baths {trans.sum()*DF:.3f}, "
      f"infinite leads {width_leads:.3f} THz")
print(f"3D scalar lattice / chain, infinite leads {width_3d/width_leads:.3f}")
print(f"rms bond stretch, harmonic, {T_MEAN:.0f} K: {rms*1e3:.2f} pm")
print(f"truncated Morse force error at +2 rms {100*cut_error:.2f} %")
print(f"time-step shift of top frequency {100*shift:.2f} %")
print("tests ok")
```

It prints:

```
masses Si, Ge: 28.085, 72.630 u; spring 100 N/m
bond depth 2.3 eV; Morse parameter 11.65 1/nm
atoms 20, bath atoms per end 3, replicas 400
bath temperatures 450, 250 K; friction 20 1/ps
time step 2 fs, sampling 8 fs
equilibration 16.0 ps, record 16.384 ps
slowest harmonic energy relaxation time 2.12 ps, mode at 8.99 THz
top frequencies Si, Ge chains 14.74, 9.17 THz
harmonic J, transmission integral 16.661 nW
harmonic J, covariance at interface 16.661 nW
largest transmission error from correlations 6.9e-04
harmonic MD, spectral J at interface 16.710 +- 0.214 nW
  from hot, cold bath balance 16.709, 16.709 nW
  J at Si bond, Ge bond 16.682, 16.648 nW
  linear-force J / full J 1.0000
Morse MD, spectral J at interface 17.026 +- 0.217 nW
  from hot, cold bath balance 17.021, 17.025 nW
  J at Si bond, Ge bond 17.005, 17.043 nW
  linear-force J / full J 0.9956
quartic MD, spectral J at interface 21.685 +- 0.235 nW
  from hot, cold bath balance 21.594, 21.650 nW
  J at Si bond, Ge bond 21.670, 21.677 nW
  linear-force J / full J 0.3469
interface bands, nW: theory | harmonic MD +- se | Morse MD +- se
  0-2 THz: 1.411 | 1.316 +- 0.061 | 1.396 +- 0.062
  2-4 THz: 4.667 | 4.780 +- 0.116 | 4.861 +- 0.118
  4-6 THz: 4.747 | 4.773 +- 0.113 | 4.877 +- 0.119
  6-8 THz: 3.945 | 3.935 +- 0.101 | 4.097 +- 0.103
  8-10 THz: 1.891 | 1.879 +- 0.076 | 1.710 +- 0.079
  10-12 THz: 0.000 | 0.013 +- 0.009 | 0.039 +- 0.032
  12-14 THz: 0.000 | -0.000 +- 0.006 | 0.063 +- 0.025
  14-16 THz: 0.000 | 0.003 +- 0.003 | 0.040 +- 0.011
harmonic J above 10 THz at Si, interface, Ge bonds: 0.032+-0.047, 0.027+-0.011, 0.020+-0.004 nW
Morse J above 10 THz at Si, interface, Ge bonds: 0.794+-0.103, 0.086+-0.040, 0.022+-0.007 nW
quartic J above 10 THz at Si, interface, Ge bonds: 7.913+-0.177, 7.425+-0.156, 7.352+-0.152 nW
quartic: largest Si-Ge band difference -0.720 +- 0.130 nW, band from 12 THz
false equilibrium J at 350 K, delay 1 fs: exact -3.174, formula -3.177 nW
coarse sampling 128 fs, Nyquist 3.91 THz
  J below 1.95 THz: true 1.151, coarse 7.268, folded theory 7.518 nW
Morse conductance 85.1 pW/K; with 0.15 nm2 per chain 568 MW/(m2 K)
Bose / classical harmonic current 0.953
transmission width: baths 6.034, infinite leads 8.025 THz
3D scalar lattice / chain, infinite leads 0.026
rms bond stretch, harmonic, 350 K: 6.95 pm
truncated Morse force error at +2 rms 0.32 %
time-step shift of top frequency 0.14 %
tests ok
```
